# Tunnel splitting of the quartic double well from a kink gas: a numerical check

```python
# Result under test: for V(x) = m w^2 (x^2-a^2)^2 / (8 a^2) the lowest splitting is
#   E1 - E0 -> 2 hbar w sqrt(6 S/(pi hbar)) exp(-S/hbar)   as S/hbar -> infinity,
# where S = (2/3) m w a^2 is the Euclidean action of one kink.
# Symbols: m mass, w frequency in each well, +-a minima, tau Euclidean time,
# mu a shift added to the fluctuation operators, K kink prefactor.
# Numerical units: hbar = m = w = 1 (energy hbar*w, time 1/w, length sqrt(hbar/(m w))).
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def potential(x, a):
    return (x**2 - a**2)**2 / (8*a**2)


def instanton_splitting(S):
    return 2*np.sqrt(6*S/np.pi)*np.exp(-S)


def oscillator_levels(S, size=120):
    """Lowest even and odd levels in an oscillator basis centred at x = 0."""
    a2 = 1.5*S
    off = np.sqrt(np.arange(1, size + 6)/2)
    x = np.diag(off, 1) + np.diag(off, -1)
    x2 = x @ x
    x4 = x2 @ x2
    # Extra basis functions make the retained matrix elements exact.
    x2, x4 = x2[:size, :size], x4[:size, :size]
    H = np.diag(np.arange(size) + 0.5) - x2/2
    H = H + (x4 - 2*a2*x2 + a2**2*np.eye(size))/(8*a2)
    even = np.linalg.eigvalsh(H[::2, ::2])[0]
    odd = np.linalg.eigvalsh(H[1::2, 1::2])[0]
    return even, odd


def fluctuation_eigenvalues(centres, length, points):
    """Dirichlet eigenvalues of -d^2/dtau^2 + 1 - 1.5 sum sech^2((tau-c)/2)."""
    h = length/(points + 1)
    tau = -length/2 + h*np.arange(1, points + 1)
    diagonal = np.full(points, 2/h**2 + 1.0)
    for c in centres:
        diagonal -= 1.5/np.cosh((tau - c)/2)**2
    return eigh_tridiagonal(diagonal, np.full(points - 1, -1/h**2),
                            eigvals_only=True)


# Symbolic check of the kink and of the Poeschl-Teller solution.
t_s, w_s, a_s, m_s = sp.symbols('tau omega a m', positive=True)
y = sp.symbols('y')
V_s = m_s*w_s**2*(y**2 - a_s**2)**2/(8*a_s**2)
kink = a_s*sp.tanh(w_s*t_s/2)
motion = m_s*sp.diff(kink, t_s, 2) - sp.diff(V_s, y).subs(y, kink)
assert sp.expand(motion) == 0
curvature = sp.diff(V_s, y, 2).subs(y, kink)/m_s
sech2 = 1 - sp.tanh(w_s*t_s/2)**2
assert sp.expand(curvature - w_s**2*(1 - sp.Rational(3, 2)*sech2)) == 0
z, k = sp.symbols('z k', positive=True)
th = sp.tanh(z)
decaying = sp.exp(-k*z)*(3*th**2 + 3*k*th + k**2 - 1)
residual = sp.diff(decaying, z, 2) - (k**2 - 6*(1 - th**2))*decaying
assert sp.expand(residual*sp.exp(k*z)) == 0

# Action and zero-mode norm by quadrature for the worked example.
S_ex = 12.0
a_ex = np.sqrt(1.5*S_ex)
action = quad(lambda x: np.sqrt(2*potential(x, a_ex)), -a_ex, a_ex)[0]
norm = quad(lambda s: (a_ex/2/np.cosh(s/2)**2)**2, -40, 40, points=[0])[0]
assert abs(action - S_ex) < 1e-8 and abs(norm - S_ex) < 1e-7

# Determinants from explicit spectra; tolerances cover the grid error O(h^2).
free = fluctuation_eigenvalues([], 40, 2000)
one = fluctuation_eigenvalues([0], 40, 2000)
assert abs(one[0]) < 1e-3 and abs(one[1] - 0.75) < 1e-3
shifted = []
for mu in (0.5, 2.0):
    numeric = np.exp(np.sum(np.log(one + mu) - np.log(free + mu)))
    kk = 2*np.sqrt(1 + mu)
    formula = (kk - 1)*(kk - 2)/((kk + 1)*(kk + 2))
    assert abs(numeric/formula - 1) < 2e-3
    shifted.append((mu, numeric, formula))
det_one = np.exp(np.sum(np.log(one[1:])) - np.sum(np.log(free)))
assert abs(12*det_one - 1) < 2e-3
free_long = fluctuation_eigenvalues([], 60, 2400)
pair = fluctuation_eigenvalues([-10, 10], 60, 2400)
det_pair = np.exp(np.sum(np.log(pair[2:])) - np.sum(np.log(free_long)))
assert abs(144*det_pair - 1) < 5e-3

# Splittings by diagonalisation, with a basis-convergence test.
actions = [2, 4, 8, 12, 16, 20]
rows = []
for S in actions:
    e0, e1 = oscillator_levels(S)
    f0, f1 = oscillator_levels(S, 150)
    exact = e1 - e0
    assert abs((f1 - f0)/exact - 1) < 1e-4
    predicted = instanton_splitting(S)
    rows.append((S, 3*S/16, e0, exact, predicted, exact/predicted))
ratio = {row[0]: row[5] for row in rows}
errors = [abs(1 - ratio[S]) for S in (8, 12, 16, 20)]
scaled = {S: S*(1 - ratio[S]) for S in (8, 12, 16, 20)}
assert abs(1 - ratio[2]) > 0.2
assert all(p > q for p, q in zip(errors, errors[1:])) and errors[-1] < 0.06
assert max(scaled.values())/min(scaled.values()) < 1.15
coefficient = (20*scaled[20] - 16*scaled[16])/4
assert 0.95 < coefficient < 1.02

# Sinc grid containing x = +-a: independent levels and Euclidean amplitudes.
half, well = 52, 20
h = a_ex/well
index = np.arange(-half, half + 1)
d = index[:, None] - index[None, :]
safe = np.where(d == 0, 1, d)
kinetic = np.where(d == 0, np.pi**2/3, 2*(1 - 2*(np.abs(d) % 2))/safe**2)/(2*h*h)
energy, states = np.linalg.eigh(kinetic + np.diag(potential(index*h, a_ex)))
e0, e1 = oscillator_levels(S_ex)
split_ex = e1 - e0
assert abs((energy[1] - energy[0])/split_ex - 1) < 1e-5
K_ex = np.sqrt(6*S_ex/np.pi)
density = K_ex*np.exp(-S_ex)
right, left = states[half + well], states[half - well]
gas = []
for mean_number in (0.5, 1.0, 2.0):
    T = mean_number/density
    weight = np.exp(-(energy - energy[0])*T)
    measured = np.sum(left*right*weight)/np.sum(right*right*weight)
    law = np.tanh(mean_number)
    # The leading-order kink weight has a relative error of order 1/S.
    assert abs(measured - law) < 0.05
    gas.append((mean_number, T, measured, law))
assert abs(gas[1][2] - gas[1][0]) > 0.2  # one kink alone is insufficient
mean_shift = (e0 + e1)/2 - 0.5
assert abs(mean_shift) > 50*split_ex

print("Units: hbar = m = omega = 1")
print(f"Example action S = {S_ex:.1f} hbar; by quadrature {action:.6f} hbar")
print(f"Well position a = {a_ex:.5f} sqrt(hbar/(m omega)); a^2 = {a_ex**2:.2f}")
print(f"Barrier height = {potential(0, a_ex):.4f} hbar omega")
print(f"Zero-mode norm, integral of xdot^2 = {norm:.6f} hbar/m")
print(f"Lowest fluctuation eigenvalues = {one[0]:.5f}, {one[1]:.5f} omega^2")
for mu, numeric, formula in shifted:
    print(f"mu = {mu:.1f} omega^2: determinant ratio {numeric:.6f}, formula {formula:.6f}")
print(f"One kink, det'/det0 = {det_one:.6f} omega^-2; 1/12 = {1/12:.6f}")
print(f"Separated pair, det''/det0 = {det_pair:.7f} omega^-4; 1/144 = {1/144:.7f}")
print(f"Example prefactor K = {K_ex:.5f} omega")
print(f"Example exp(-S/hbar) = {np.exp(-S_ex):.5e} (dimensionless)")
print(f"Example kink density K exp(-S/hbar) = {density:.5e} omega")
print(f"Example levels E0 = {e0:.8f}, E1 = {e1:.8f} hbar omega")
print(f"Example instanton splitting = {instanton_splitting(S_ex):.5e} hbar omega")
print(f"Example exact splitting = {split_ex:.5e} hbar omega")
print(f"Sinc-grid splitting = {energy[1]-energy[0]:.5e} hbar omega")
print(f"Mean level minus 1/2 = {mean_shift:.6f} hbar omega")
print(f"|Mean shift| / exact splitting = {abs(mean_shift)/split_ex:.1f}")
print("Table: S/hbar; barrier, E0, exact and instanton splitting in hbar omega; exact/instanton")
for S, barrier, ground, exact, predicted, quotient in rows:
    print(f"{S:3d} {barrier:7.4f} {ground:9.6f} {exact:.5e} {predicted:.5e} {quotient:.5f}")
print("Scaled error (S/hbar)(1 - exact/instanton), dimensionless:")
for S, value in scaled.items():
    print(f"S = {S:2d} hbar: {value:.4f}")
print(f"Extrapolated from S = 16 and 20 hbar: {coefficient:.3f}")
print("Amplitude ratio <-a|exp(-HT/hbar)|a>/<a|exp(-HT/hbar)|a> at S = 12 hbar:")
for number, T, measured, law in gas:
    print(f"K T exp(-S/hbar) = {number:.1f}, T = {T:.4e}/omega: exact {measured:.4f}, tanh {law:.4f}")
print("finished without a failed check")
```

It prints:

```
Units: hbar = m = omega = 1
Example action S = 12.0 hbar; by quadrature 12.000000 hbar
Well position a = 4.24264 sqrt(hbar/(m omega)); a^2 = 18.00
Barrier height = 2.2500 hbar omega
Zero-mode norm, integral of xdot^2 = 12.000000 hbar/m
Lowest fluctuation eigenvalues = -0.00000, 0.74999 omega^2
mu = 0.5 omega^2: determinant ratio 0.042455, formula 0.042449
mu = 2.0 omega^2: determinant ratio 0.147938, formula 0.147903
One kink, det'/det0 = 0.083342 omega^-2; 1/12 = 0.083333
Separated pair, det''/det0 = 0.0069468 omega^-4; 1/144 = 0.0069444
Example prefactor K = 4.78731 omega
Example exp(-S/hbar) = 6.14421e-06 (dimensionless)
Example kink density K exp(-S/hbar) = 2.94142e-05 omega
Example levels E0 = 0.48506543, E1 = 0.48511912 hbar omega
Example instanton splitting = 5.88285e-05 hbar omega
Example exact splitting = 5.36918e-05 hbar omega
Sinc-grid splitting = 5.36918e-05 hbar omega
Mean level minus 1/2 = -0.014908 hbar omega
|Mean shift| / exact splitting = 277.7
Table: S/hbar; barrier, E0, exact and instanton splitting in hbar omega; exact/instanton
  2  0.3750  0.313389 2.61170e-01 5.29001e-01 0.49370
  4  0.7500  0.413783 6.90845e-02 1.01247e-01 0.68234
  8  1.5000  0.475481 2.26422e-03 2.62253e-03 0.86337
 12  2.2500  0.485065 5.36918e-05 5.88285e-05 0.91268
 16  3.0000  0.489035 1.16409e-06 1.24417e-06 0.93564
 20  3.7500  0.491325 2.41781e-08 2.54775e-08 0.94900
Scaled error (S/hbar)(1 - exact/instanton), dimensionless:
S =  8 hbar: 1.0930
S = 12 hbar: 1.0478
S = 16 hbar: 1.0298
S = 20 hbar: 1.0200
Extrapolated from S = 16 and 20 hbar: 0.981
Amplitude ratio <-a|exp(-HT/hbar)|a>/<a|exp(-HT/hbar)|a> at S = 12 hbar:
K T exp(-S/hbar) = 0.5, T = 1.6999e+04/omega: exact 0.4270, tanh 0.4621
K T exp(-S/hbar) = 1.0, T = 3.3997e+04/omega: exact 0.7224, tanh 0.7616
K T exp(-S/hbar) = 2.0, T = 6.7994e+04/omega: exact 0.9494, tanh 0.9640
finished without a failed check
```
